# Effective Heat Capacity of Sea Ice with a Linear Liquidus

**Q.** I doubt that sea ice needs a heat capacity of its own. It is mostly ice with a little salt in it. A few grams of salt per kilogram cannot change the specific heat by much.

**A.** The salt itself stores little heat. What matters is where it sits. I take the ice crystals to be pure, so all the salt is in liquid brine trapped between them. Ice and brine coexist, and their proportions change with temperature. Warming the mixture melts some ice, and that costs latent heat. If we measure only the heat supplied and the temperature rise, this latent heat appears as part of the heat capacity.

I define the effective specific heat by
$$
c_{\rm eff}=\left(\frac{\partial H}{\partial T}\right)_{S,p},
$$
where $H$ is the enthalpy per unit mass of ice plus brine, $p$ is the pressure, and $S$ is the bulk salinity, the mass of salt divided by the total mass. Holding $S$ fixed means that no brine enters or leaves. I also assume that the warming is slow enough for the brine to stay in equilibrium with the ice around it.

**Q.** Pure ice melts at one temperature. Why should this mixture melt over a range?

**A.** Because melting changes the brine. Let $S_b$ be the brine salinity, the mass of salt per mass of brine. I use a linear liquidus,
$$
T=-\mu S_b ,\qquad \mu>0,
$$
with $T$ in degrees Celsius. More saline brine freezes at a lower temperature. If the temperature rises slightly, the existing brine is too salty to be in equilibrium with ice. Some ice melts and dilutes it until the liquidus is satisfied again, and then melting stops.

**Q.** How much brine is there at a given temperature?

**A.** Let $\phi$ be the mass fraction of brine. All the salt is in the brine, so
$$
\phi S_b=S .
$$
The liquidus gives $S_b=-T/\mu$, which is positive because $T<0$. Hence
$$
\phi=\frac{S}{S_b}=-\frac{\mu S}{T},
\qquad
\frac{d\phi}{dT}=\frac{\mu S}{T^2}.
$$
The derivative is positive, so warming does produce brine. Since $\phi$ cannot exceed one, the description holds for $T<T_m$, where
$$
T_m=-\mu S
$$
is the temperature at which the last ice disappears.

**Q.** A squared Celsius temperature looks suspicious. The Celsius zero is a convention, and a physical law should not depend on it.

**A.** Here the zero has a physical role: it is the freezing point of pure water at ordinary pressure. The quantity $|T|$ is the freezing-point depression of the brine. With absolute temperature $T_K$ and pure-water freezing point $T_0$, the denominator would be $(T_K-T_0)^2$, not $T_K^2$. If pressure moved the freezing point of pure water noticeably, $T$ would have to be measured from the new freezing point.

**Q.** Then the rest is trivial. Multiply $d\phi/dT$ by the latent heat and add the specific heat of ice.

**A.** That omits two things: brine has a larger specific heat than ice, and the latent heat depends on temperature. We have to see what they do together.

Take pure ice at $0\,^\circ\mathrm{C}$ as the zero of enthalpy. With constant specific heats $c_i$ for ice and $c_w$ for water, the enthalpies per unit mass are
$$
h_i=c_iT,\qquad h_w=L_0+c_wT .
$$
Here $L_0$ is the latent heat at $0\,^\circ\mathrm{C}$. The heat needed to turn unit mass of ice into water at temperature $T$ is
$$
L(T)=h_w-h_i=L_0+(c_w-c_i)T .
$$
Since $c_w>c_i$ and $T<0$, this is less than $L_0$.

Unit mass of sea ice contains ice of mass $1-\phi$, brine water of mass $\phi-S$, and salt of mass $S$. I assume additive enthalpies, which means no heat of dilution, and give the dissolved salt a constant partial specific heat $c_s$. Apart from a constant proportional to $S$,
$$
H=(1-\phi)c_iT+(\phi-S)(L_0+c_wT)+Sc_sT .
$$

**Q.** Differentiate it, and do not discard anything yet.

**A.** Both $T$ and $\phi$ vary, while $S$ is fixed. The product rule gives
$$
\begin{aligned}
c_{\rm eff}={}&(1-\phi)c_i+(\phi-S)c_w+Sc_s\\
&+\left[L_0+c_wT-c_iT\right]\frac{d\phi}{dT}.
\end{aligned}
$$
The first line is sensible heat, the heat that warms the phases already present. The second is $L(T)\,d\phi/dT$. Collecting terms,
$$
\begin{aligned}
c_{\rm eff}={}&c_i+S(c_s-c_w)+\phi(c_w-c_i)\\
&+L_0\frac{d\phi}{dT}+(c_w-c_i)T\frac{d\phi}{dT}.
\end{aligned}
$$
From the expression for $\phi$,
$$
T\frac{d\phi}{dT}=T\,\frac{\mu S}{T^2}=\frac{\mu S}{T}=-\phi .
$$
The last term is therefore $-\phi(c_w-c_i)$. It cancels the excess sensible heat of the brine, leaving
$$
c_{\rm eff}=c_i+S(c_s-c_w)+\frac{L_0\mu S}{T^2}.
$$
The middle term is a small constant. Dropping it gives the short form
$$
\boxed{c_{\rm eff}\simeq c_i+\frac{L_0\mu S}{T^2}},\qquad T<-\mu S .
$$
The phase-change term is proportional to bulk salinity and inversely proportional to the square of the Celsius temperature.

**Q.** The cancellation is convenient. Is there a reason for it, or is it an accident of algebra?

**A.** It follows from $\phi T=-\mu S$, which is constant. The excess sensible enthalpy of the brine over ice at the same temperature is $\phi(c_w-c_i)T$, apart from the salt correction. As the sample warms, $\phi$ grows and $|T|$ shrinks in such a way that this product does not change. It therefore contributes nothing to $dH/dT$.

For the straight liquidus, this settles which latent heat belongs in the short form: the value at $0\,^\circ\mathrm{C}$, even when the ice is at $-5\,^\circ\mathrm{C}$. One may use $L(T)$ instead, but then the extra sensible heat $\phi(c_w-c_i)$ must be kept. Combining that extra sensible heat with $L_0$ overestimates $c_{\rm eff}$ by $\phi(c_w-c_i)$.

**Q.** Give me numbers. I want to know whether this is a correction or the main effect.

**A.** Take rough typical values for first-year sea ice: $S=5$ g/kg, $\mu=0.054$ K per g/kg, $L_0=334$ kJ/kg and $c_i=2100$ J/(kg K). Then $\mu S=0.270$ K. At $-5\,^\circ\mathrm{C}$,
$$
\phi=\frac{0.270}{5}=0.054,
$$
$$
\frac{L_0\mu S}{T^2}=\frac{334000\times0.270}{25}
\simeq3610\ \mathrm{J/(kg\,K)} .
$$
Adding $c_i$ gives about 5710 J/(kg K), which is 2.7 times the value for pure ice. With the same salinity held fixed, the short form gives:

| $T$ (°C) | $\phi$ | $c_{\rm eff}$ (kJ/(kg K)) | $c_{\rm eff}/c_i$ |
|---:|---:|---:|---:|
| −5 | 0.054 | 5.7 | 2.7 |
| −3 | 0.090 | 12.1 | 5.8 |
| −2 | 0.135 | 24.6 | 12 |
| −1 | 0.270 | 92 | 44 |

So the phase change dominates throughout this table. The digits belong to the straight liquidus. Two curved fits to the freezing of sea brine, the Cox–Weeks cubic and the UNESCO seawater formula (the latter extrapolated beyond its salinity range), make $\phi$ at $-5\,^\circ\mathrm{C}$ about 6 to 11% larger and $c_{\rm eff}$ about 3 to 8% smaller. This range is not a bound: other published fits lower $c_{\rm eff}$ there by anything from about 1 to 9%. The extrapolated fit also lowers $c_{\rm eff}$ by about 3% at $-3$ and $-2\,^\circ\mathrm{C}$, and by less than 1% at $-1\,^\circ\mathrm{C}$. Setting the two terms equal gives
$$
|T|=\sqrt{\frac{L_0\mu S}{c_i}}\simeq6.6\ \mathrm{K}.
$$
Below about $-6.6\,^\circ\mathrm{C}$ the model makes the phase term smaller than $c_i$, although salt precipitation may already matter there. A curved liquidus puts this crossover roughly 0.1 to 0.5 K nearer zero.

**Q.** You differentiated an enthalpy that you wrote down yourself. Has the result been checked without using the algebraic cancellation?

**A.** Yes, in two ways, both within the same physical assumptions. In the first, the ice mass was found numerically from the salt balance and the liquidus, and the resulting enthalpy was differentiated with a temperature offset of 0.001 K on either side. For salinities of 2, 5 and 10 g/kg and the four temperatures in the table, the largest relative difference from the formula with the salt constant was $9.9\times10^{-7}$.

The second was a stepwise calorimeter. In each step the existing phases are warmed at fixed composition, and then ice is melted at the new temperature, with latent heat $L(T)$, until equilibrium returns. From $-5$ to $-2\,^\circ\mathrm{C}$ the heats add up to 33.28 kJ/kg, in agreement with the integrated formula. Doubling the number of steps from 20,000 to 40,000 changes the sum only at rounding level. The reason is that each pair of operations connects two equilibrium states, and enthalpy is a state function, so the step length introduces no error of principle.

**Q.** Where does the integrated formula come from? With such a strongly varying heat capacity, I would not trust a value at the midpoint.

**A.** Integrate the short form from $T_1$ to $T_2$, both below $T_m$:
$$
\begin{aligned}
q&=\int_{T_1}^{T_2}\left(c_i+\frac{L_0\mu S}{T^2}\right)dT\\
&=c_i(T_2-T_1)+L_0\mu S\left[-\frac1T\right]_{T_1}^{T_2}\\
&=c_i(T_2-T_1)+L_0\mu S\left(\frac1{T_1}-\frac1{T_2}\right).
\end{aligned}
$$
For warming from $-5$ to $-2\,^\circ\mathrm{C}$,
$$
\begin{aligned}
q&=2100\times3+334000\times0.270\left(-\frac15+\frac12\right)\\
&\simeq6300+27050\simeq33400\ \mathrm{J/kg}.
\end{aligned}
$$
This is 33.4 kJ/kg, against 6.3 kJ/kg for pure ice over the same interval. Including the salt constant lowers it to 33.3 kJ/kg. These digits also belong to the straight liquidus: the two curved fits mentioned with the table give about 31.5 and 32.2 kJ/kg.

Since
$$
\frac1{T_1}-\frac1{T_2}=\frac{T_2-T_1}{T_1T_2},
$$
the mean phase-change term is
$$
\overline{c}_{\rm phase}=\frac{L_0\mu S}{T_1T_2}.
$$
The right temperature for a single evaluation is the one whose magnitude is the geometric mean, $\sqrt{T_1T_2}$. In the example the mean term is 9020 J/(kg K). At the midpoint, $-3.5\,^\circ\mathrm{C}$, the phase term is only about 7360 J/(kg K), some 18% below that mean. Your distrust is justified.

The same interval shows the cost of double counting. If the brine's full sensible heat is kept but the latent heat is held at $L_0$, the excess is
$$
\begin{aligned}
\Delta q&=\int_{T_1}^{T_2}\phi(c_w-c_i)\,dT\\
&=(c_w-c_i)\mu S\ln\frac{|T_1|}{|T_2|}.
\end{aligned}
$$
With $c_w=4200$ J/(kg K), this is about 520 J/kg, or 1.6% of the heat supplied.

**Q.** At $T=0$ your heat capacity is infinite. That alone seems to rule it out.

**A.** The formula stops before zero. At $T_m=-0.27\,^\circ\mathrm{C}$ the brine fraction reaches one. Approaching this temperature from below, the phase term tends to
$$
\frac{L_0\mu S}{(\mu S)^2}=\frac{L_0}{\mu S}
\simeq1.2\times10^6\ \mathrm{J/(kg\,K)},
$$
which is large but finite. Above $T_m$ there is no ice left to melt, and the heat capacity drops to that of the liquid.

The heat for complete melting follows by setting $T_2=T_m$ and $T_1=T$:
$$
\begin{aligned}
q_m&=c_i(T_m-T)+L_0\mu S\left(\frac1T+\frac1{\mu S}\right)\\
&=c_i(T_m-T)+L_0\left(1+\frac{\mu S}{T}\right)\\
&=c_i(T_m-T)+L_0(1-\phi).
\end{aligned}
$$
From $-5\,^\circ\mathrm{C}$,
$$
q_m=2100\times4.73+334000\times0.946
\simeq325900\ \mathrm{J/kg},
$$
or 326 kJ/kg. The two curved fits lower this by about 1 to 2 kJ/kg. Pure ice starting at the same temperature needs $2100\times5+334000=344500$ J/kg. Sea ice needs less heat to melt completely, although it needs more for each degree of warming in the table. Part of it is already liquid at the start.

**Q.** What happens as the salinity goes to zero? The phase term vanishes, but pure ice still has a latent heat.

**A.** At any fixed $T<0$ the phase term does vanish as $S\to0$. Its integral up to the melting point, however, is
$$
\int_T^{-\mu S}\frac{L_0\mu S}{T'^2}\,dT'
=L_0\left(1-\frac{\mu S}{|T|}\right)\longrightarrow L_0 .
$$
The latent heat is squeezed into an ever narrower interval below $0\,^\circ\mathrm{C}$. In the limit it becomes the sharp melting of pure ice.

**Q.** Why should the liquidus be linear in salt per mass of brine? I could equally well choose salt per mass of water.

**A.** You could, and for the same $\mu$ the phase term would be the same. Let $W$ be the mass of brine water per unit total mass, and write the enthalpy as
$$
\begin{aligned}
H={}&\left[(1-S)c_i+Sc_s\right]T\\
&+W\left[L_0+(c_w-c_i)T\right].
\end{aligned}
$$
Suppose that $W=-\mu S/T+B$, with $B$ independent of temperature. The second part of $H$ becomes
$$
-\frac{L_0\mu S}{T}+BL_0-(c_w-c_i)\mu S+B(c_w-c_i)T .
$$
Its derivative is
$$
\frac{L_0\mu S}{T^2}+B(c_w-c_i).
$$
Our original liquidus has $W=\phi-S$, so $B=-S$. Yours has $T=-\mu S/W$, so $B=0$. For the same $\mu$, changing from mine to yours adds $S(c_w-c_i)=0.005\times2100=10.5$ J/(kg K) and leaves the $1/T^2$ term unchanged. If both lines are instead fitted to the same brine salinity at $-5\,^\circ\mathrm{C}$, yours has a $\mu$ about 9% smaller, and its phase term is smaller in the same proportion.

**Q.** Both of those are still straight lines. Can thermodynamics justify the slope, and does curvature spoil the result?

**A.** Consider an ideal solution. Equilibrium between ice and the water in the brine gives the mole fraction $x_w$ of water through
$$
\ln x_w=-\int_T^0\frac{M_wL(T')}{R(T_0+T')^2}\,dT',
$$
where $M_w$ is the molar mass of water and $R$ the gas constant. For dilute brine $-\ln x_w$ is nearly the number of ions per water molecule, $S_bM_w/M_s$, where $M_s$ is the mean molar mass of the ions. To first order in $|T|$ the integral is $M_wL_0|T|/(RT_0^2)$. Equating the two,
$$
|T|=\frac{RT_0^2}{L_0M_s}S_b .
$$
With $M_s=31.4$ g/mol the slope is 0.059 K per g/kg. This is the limiting slope for very dilute brine. The chosen 0.054 is about 9% lower. It is close to the average slope $|T|/S_b$ of real sea brine at about 10 to 35 g/kg, which is not ideal. The brine at $-5\,^\circ\mathrm{C}$ is stronger, and there the two curved fits give an average slope of about 0.058 to 0.060.

For curvature, the full ideal equilibrium was solved at $-5\,^\circ\mathrm{C}$ and compared with a salt-per-water line of the same initial slope. The effective specific heat changed by $-4.3$ J/(kg K), less than 0.1% of $c_{\rm eff}$. This shows that curvature of the ideal kind is harmless here. Real sea brine is not ideal, and for it the straight liquidus costs more: a few percent in $c_{\rm eff}$ at $-5\,^\circ\mathrm{C}$, 3 to 8% for the two fits given with the table.

**Q.** You also assumed constant specific heats and no heat of dilution. How much do those assumptions hide?

**A.** At $-5\,^\circ\mathrm{C}$ the effects I estimate here come to about a percent each, or less.

For the salt constant I take roughly $c_s=-1000$ J/(kg K). A negative partial value is possible because dissolved ions change the heat capacity of the water around them. Then $S(c_s-c_w)=0.005\times(-5200)=-26$ J/(kg K), or $-0.5\%$ of $c_{\rm eff}$. The value of $c_s$ is rough: seawater heat capacities near freezing suggest $-2200$ to $-2500$ J/(kg K), which would make the term about $-33$ J/(kg K), or $-0.6\%$.

Let the specific heat of ice vary as $c_i+bT$, with $b\simeq7.5$ J/(kg K²). Its enthalpy gains $bT^2/2$, so $H$ gains
$$
(1-\phi)\frac{bT^2}{2}=\frac b2\left(T^2+\mu ST\right).
$$
The change in $c_{\rm eff}$ is $bT+b\mu S/2\simeq-36$ J/(kg K), or $-0.6\%$.

For the heat of dilution, write the water activity as $\ln a_w=-gn$, where $n$ is the number of ions per water molecule and $g$ the osmotic coefficient. The Gibbs–Helmholtz relation gives the molar enthalpy of water in the brine relative to pure water:
$$
\Delta h=-RT_K^2\frac{\partial\ln a_w}{\partial T}
=RT_K^2\,n\,\frac{\partial g}{\partial T}.
$$
A rough slope of 0.002 per kelvin makes this about 1% of the latent heat $L_0$. This sizes the change in the heat of melting; a complete correction would also include the excess heat capacity of the brine.

**Q.** Real sea ice leaks. Is fixed salinity not the weakest assumption?

**A.** It is one of the larger errors, but the liquidus matters about as much. Its true shape can lower $c_{\rm eff}$ by the 3 to 8% given with the table, and the value of $\mu$ counts too: using the ideal slope instead of 0.054 K per g/kg would raise $c_{\rm eff}$ at $-5\,^\circ\mathrm{C}$ by about 6%. Freezing water expands and can push brine out. Suppose that the outer volume is rigid, that brine is as dense as water, and that all displaced brine escapes. Freezing a mass $dm$ then expels a brine mass $\varepsilon\,dm$, where
$$
\varepsilon=\frac{\rho_w}{\rho_i}-1=\frac{1000}{917}-1\simeq0.09 .
$$
Let $m_b$ be the brine mass and $m_s$ the salt mass. Freezing concentrates the brine, so $dm/m_b=dS_b/S_b=d|T|/|T|$. Expulsion removes salt in proportion to brine:
$$
\frac{dm_s}{m_s}=-\varepsilon\frac{dm}{m_b}
=-\varepsilon\frac{d|T|}{|T|},
\qquad m_s\propto|T|^{-\varepsilon}.
$$
Cooling from $-2$ to $-5\,^\circ\mathrm{C}$ then loses 8% of the salt. Apart from the small change in total mass, the phase term at $-5\,^\circ\mathrm{C}$ falls by the same 8%, which lowers $c_{\rm eff}$ by about 5%. If some displaced brine stays in the ice, the loss is smaller. Drainage by gravity is a separate process and can remove more.

**Q.** So when would you use the formula for actual ice?

**A.** I would use it for cold-season first-year ice whose current salinity is known and whose brine is nearly stationary over the interval considered. A salinity of 5 g/kg is a typical magnitude for such ice, but it varies with age and depth, and the phase term varies in proportion. The ice becomes more permeable as it warms and its brine fraction grows. In the example the brine already fills about 5% of the volume at $-5\,^\circ\mathrm{C}$, which is near the usual rough threshold for brine to flow through the ice. The closed-sample assumption therefore needs care throughout the table, and it is least secure where the predicted heat capacity is largest. On the cold side, sulfate salts begin to precipitate at roughly $-6$ to $-8\,^\circ\mathrm{C}$. Salt then leaves solution, crystallization adds its own heat, and the single linear liquidus no longer describes the brine. The table and the worked heats stay above that range; the crossover near $-6.6\,^\circ\mathrm{C}$ does not. The numerical output below lists their inputs and the sizes of most of the neglected effects.

## Numbers as computed

```
INPUTS (rough typical values)
bulk salinity S = 5.0 g/kg
liquidus slope mu = 0.054 K per g/kg
latent heat L0 = 334 kJ/kg
c_i = 2100, c_w = 4200, c_s = -1000 J/(kg K)
product mu*S = 0.270 K
complete melting temperature = -0.270 C
SHORT FORMULA
T = -5 C: brine salinity = 92.6 g/kg, brine fraction = 0.0540
  phase term = 3607, c_eff = 5707 J/(kg K), c_eff/c_i = 2.72
T = -3 C: brine salinity = 55.6 g/kg, brine fraction = 0.0900
  phase term = 10020, c_eff = 12120 J/(kg K), c_eff/c_i = 5.77
T = -2 C: brine salinity = 37.0 g/kg, brine fraction = 0.1350
  phase term = 22545, c_eff = 24645 J/(kg K), c_eff/c_i = 11.74
T = -1 C: brine salinity = 18.5 g/kg, brine fraction = 0.2700
  phase term = 90180, c_eff = 92280 J/(kg K), c_eff/c_i = 43.94
phase term equals c_i at T = -6.55 C
HEAT, -5 to -2 C
short formula: 33.35 kJ/kg
pure ice: 6.30 kJ/kg
with salt constant: 33.28 kJ/kg
stepwise calorimeter: 33.28 kJ/kg
mean phase term: 9018 J/(kg K)
excess if L is held at L0: 520 J/kg
complete melting from -5 C: 325.9 kJ/kg
NUMERICAL CHECKS
largest relative error of c_eff: 9.9e-07
c_eff shift, T step 0.002 to 0.001 K: 4.3e-04 J/(kg K)
heat shift, 20000 to 40000 steps: 7.3e-12 J/kg
NEGLECTED EFFECTS AT -5 C
salt constant: -26.0 J/(kg K), -0.46 % of c_eff
assumed slope of c_i: 7.5 J/(kg K^2)
variation of c_i: -36.5 J/(kg K), -0.64 % of c_eff
assumed osmotic-coefficient slope: 0.002 1/K
heat of dilution: 1.1 % of L0
salt-per-water liquidus: shift 10.5 J/(kg K)
mean ion molar mass: 31.4 g/mol
ideal dilute liquidus slope: 0.0592 K per g/kg
ideal liquidus curvature: shift -4.28 J/(kg K)
densities: ice 917, water 1000 kg/m3
salt loss by expulsion, -2 to -5 C: 8.0 %
```
